# Why Gummel iteration slows under strong trap response and current

## What happens

Gummel iteration solves the Poisson and continuity equations in turn. Near the solution, each sweep multiplies the error of the quasi-Fermi potential by a linear map

\[
G=BP .
\]

The factor \(P\) is the response of the electrostatic potential to the quasi-Fermi potential. It approaches the identity when free and trapped electrons screen strongly. The factor \(B\) is the response of the quasi-Fermi potential to the electrostatic potential, and it vanishes with the current. The spectral radius \(\rho\) of \(G\), the largest modulus of its eigenvalues, sets the asymptotic convergence rate. For strong charge response it tends to

\[
\rho_\infty=\frac{V}{\sqrt{V^2+4\pi^2}},
\]

where \(V\) is the applied quasi-Fermi drop divided by \(kT/q\). This limit does not depend on the carrier profile.

Slow convergence therefore needs both factors. Traps do not slow the iteration at zero current, and current does not slow it when the charge response is weak. Even with current flowing, added traps may slow the iteration very little, because they can lower the free density while adding their own response.

## Model and sweep

Consider a one-dimensional film of length \(w\) carrying electrons alone, with Boltzmann statistics, constant mobility and no recombination. The electrostatic potential \(\psi\) and quasi-Fermi potential \(\phi\) are measured in \(kT/q\). Lengths are in nm and densities in cm\(^{-3}\), since atomic units are unnatural for a device. The equations are

\[
n=n_{\rm ref}e^{\psi-\phi},\qquad
a\psi''=n+N_tf-N_d,\qquad
(n\phi')'=0,
\]

with \(a=\varepsilon kT/q^2\), donor density \(N_d\), trap density \(N_t\) and trap occupation \(f=n/(n+n_1)\). The trap level is half full at \(n=n_1\). A filled trap carries one electron charge.

The traps exchange electrons with the conduction band alone. In steady state their occupation is constant, so capture and emission balance. This is why \(f\) follows the same quasi-Fermi potential as the free electrons, and why the continuity equation has no trap source.

Both potentials are fixed at the contacts, with \(\phi(0)=0\) and \(\phi(w)=V\). All errors therefore vanish at the ends. The constant \(j=n\phi'\) is the current apart from a factor containing charge and mobility.

One sweep has two parts:

1. Hold \(\phi\) fixed and solve the nonlinear Poisson equation for \(\psi\), updating \(n\) and \(f\) during the solve.
2. Hold this \(\psi\) fixed and solve continuity for a new \(\phi\).

After linearization this is block Gauss–Seidel: the second block uses the newest result of the first.

## The two responses

**Poisson.** From \(n\propto e^{\psi-\phi}\),

\[
\delta n=n(\delta\psi-\delta\phi).
\]

For the traps,

\[
n\frac{df}{dn}=\frac{n\,n_1}{(n+n_1)^2}=f(1-f),
\]

so \(\delta f=f(1-f)(\delta\psi-\delta\phi)\). The donors are fixed. The linearized Poisson equation is

\[
a\,\delta\psi''=c(\delta\psi-\delta\phi_{\rm old}),\qquad
c=n+N_tf(1-f).
\]

Let \(L=-d^2/dx^2\) with zero end values. Moving the terms in \(\delta\psi\) to one side gives

\[
(aL+c)\delta\psi=c\,\delta\phi_{\rm old},\qquad
P=(aL+c)^{-1}c .
\]

Traps enter through \(N_tf(1-f)\), the slope of their charge, and not through the total trapped charge \(N_tf\). Nearly full traps hold a large charge but respond weakly. Nearly empty traps respond with almost all of their small charge, \(N_tf\approx N_tn/n_1\), which still exceeds the free response \(n\) when \(N_t\) is well above \(n_1\).

In a uniform film, a sine mode of wavenumber \(p\) is multiplied by

\[
\frac{c}{c+ap^2}=\frac{1}{1+\ell^2p^2},\qquad \ell=\sqrt{a/c}.
\]

Errors that vary slowly over the screening length \(\ell\) pass almost unchanged from \(\phi\) to \(\psi\). Errors that vary rapidly are suppressed.

**Continuity.** The new \(\phi\) must satisfy \((n\phi')'=0\) with the updated \(\psi\). To first order the flux \(n\phi'\) changes by

\[
n\,\delta\phi'_{\rm new}+\phi'\,\delta n
=n\,\delta\phi'_{\rm new}+n\phi'(\delta\psi-\delta\phi_{\rm new}).
\]

Since \(n\phi'=j\) is constant, setting the derivative of this expression to zero gives

\[
(n\,\delta\phi'_{\rm new})'+j(\delta\psi-\delta\phi_{\rm new})'=0 .
\]

Define \(D=d/dx\) and \(K=-D\,n\,D\). Then

\[
(K+jD)\delta\phi_{\rm new}=jD\,\delta\psi,\qquad
B=(K+jD)^{-1}jD .
\]

The inverse exists. For a nonzero \(y\) vanishing at the ends, \(\langle y,Ky\rangle=\int n|y'|^2dx>0\), while the real part of \(\langle y,Dy\rangle\) is half the difference of \(|y|^2\) between the ends, which is zero. Hence \((K+jD)y=0\) is impossible.

Combining the two solves gives \(\delta\phi_{\rm new}=BP\,\delta\phi_{\rm old}\). Physically, an error in \(\phi\) shifts the charge, the charge shifts the potential, and a current-carrying film converts that shift into a new error in \(\phi\).

This formula was tested against numerical differentiation of complete nonlinear sweeps. In the trap and bias scans below, the two spectral radii agree within the asserted 1% of the radius.

## Zero and small current

At \(V=0\) the continuity solve removes the error whatever its size. For any \(\psi\),

\[
j=n_{\rm ref}e^{\psi}e^{-\phi}\phi'
=-n_{\rm ref}e^{\psi}(e^{-\phi})' .
\]

Dividing by \(e^\psi\) and integrating from contact to contact gives

\[
j\int_0^w e^{-\psi}dx=n_{\rm ref}(1-e^{-V}).
\]

At zero bias the right side vanishes, so \(j=0\), \(e^{-\phi}\) is constant, and \(\phi=0\) everywhere. In the numerical test, a disturbance of maximum size 2.152 in a film with \(N_t=10^{17}\) cm\(^{-3}\) fell below \(10^{-9}\) after one sweep.

At small current, \(B\approx jK^{-1}D\). The current is proportional to \(V\) at leading order, and so is \(\rho\). Doubling \(V\) from 0.1 to 0.2 raised \(\rho\) from 0.00959 to 0.01917, a ratio of 1.9993.

## Weak charge response

When \(c\) is small compared with \(aL\) on every mode,

\[
P\approx\frac1aL^{-1}c .
\]

In a uniform neutral film \(\phi'=V/w\), so \(K=nL\) and \(j=nV/w\). The density cancels from \(B\):

\[
B=\left(L+\frac Vw D\right)^{-1}\frac Vw D .
\]

Thus \(\rho\) is proportional to \(c\) at fixed bias, and vanishes with it even though current flows.

For a uniform film without traps at \(V=5\), doubling \(n\) from \(10^{14}\) to \(2\times10^{14}\) cm\(^{-3}\) raised \(\rho\) from 0.00761 to 0.01497. The ratio is 1.967 rather than 2. A departure of this order is expected: on the longest sine mode the neglected term has relative size \(cw^2/(a\pi^2)\approx0.03\) at the lower density.

## Strong charge response

When \(\ell\) is short compared with the scale of the error modes, \(P\) acts on them as the identity and \(G\to B\). An eigenfunction \(u\) of \(B\) with eigenvalue \(\lambda\) obeys

\[
\lambda(K+jD)u=jDu
\quad\Longrightarrow\quad
\lambda Ku=(1-\lambda)jDu .
\]

Introduce a resistance coordinate \(s\) by \(ds=dx/n\). Then \(n\,d/dx=d/ds\), so \(Ku=-u_{ss}/n\) and \(Du=u_s/n\). The common factor \(1/n\) cancels:

\[
-\lambda u_{ss}=(1-\lambda)j\,u_s .
\]

The value \(\lambda=0\) would require \(u_s=0\), and hence \(u=0\). For \(\lambda\ne0\), set \(\mu=(1-\lambda)j/\lambda\), so that \(u_{ss}=-\mu u_s\). If \(\mu=0\), \(u\) is linear in \(s\) and the end values make it zero. Otherwise the solution that vanishes at \(s=0\) is proportional to

\[
u=1-e^{-\mu s}.
\]

At the other end, \(s=S=\int_0^w dx/n\), it vanishes if \(\mu S=2\pi ik\) with \(k=\pm1,\pm2,\ldots\). Integrating \(\phi'=j/n\) gives \(jS=V\). Therefore

\[
\frac{1-\lambda_k}{\lambda_k}V=2\pi ik,\qquad
\lambda_k=\frac{1}{1+2\pi ik/V}.
\]

The largest modulus belongs to \(k=\pm1\) and is \(\rho_\infty\). The density profile has disappeared because it enters through the total resistance \(S\), and current times resistance is the fixed bias.

This was tested with \(N_t=10^{20}\) cm\(^{-3}\), used as a mathematical limit and not as a realistic density. At \(V=12\) the limiting eigenvalue is \(0.7848+0.4109i\). A film with dense contacts gave \(0.7840+0.4105i\), and a film with an exponentially graded density gave \(0.7834+0.4106i\).

For large \(V\),

\[
-\ln\rho_\infty=\frac12\ln\left(1+\frac{4\pi^2}{V^2}\right)\approx\frac{2\pi^2}{V^2}.
\]

The number of sweeps per decade of error, \(\ln10/(-\ln\rho)\), then grows as \(V^2\ln10/(2\pi^2)\). This growth belongs to the strong-response limit. At fixed finite \(c\) the factor \(P\) can hold \(\rho\) well below it.

## When more trap response must slow the sweep

A monotonic law can be proved for a uniform film at small bias. There \(K=nL\) and \(P\) are functions of the same operator \(L\), so they commute, and \(M=K^{-1}P\) is symmetric and positive. The map \(G\approx jK^{-1}DP\) has the same nonzero eigenvalues as \(jPK^{-1}D=jMD\), because moving a factor from one end of a product to the other preserves them. The same rule takes \(jMD\) to \(jM^{1/2}DM^{1/2}\), which is antisymmetric. Its spectral radius is the maximum of its quadratic form over normalized complex functions. With \(y=M^{1/2}z\),

\[
\rho=\max_y\frac{j|\langle y,Dy\rangle|}{\langle y,M^{-1}y\rangle},
\qquad M^{-1}=n\left(L+\frac ac L^2\right).
\]

Raising \(c\) at fixed \(n\) lowers the denominator for every nonzero \(y\), so \(\rho\) rises.

At \(n=10^{15}\) cm\(^{-3}\) and \(V=0.5\), the computed \(\rho/V\) rises from 0.0168 without traps to 0.1112 at \(N_t=10^{17}\) and 0.1508 at \(10^{18}\) cm\(^{-3}\). The small-bias strong limit is \(1/(2\pi)=0.1592\). The donors compensate the trapped charge here, so all these films have the same \(n\) and \(\phi\), and the rise is due to trap response alone.

The proof does not extend directly to a nonuniform film or to finite bias. The operators then no longer commute in the required way, and traps may alter \(n\).

## How large the effect is

The main example is a model film with \(w=200\) nm, relative permittivity 10 and temperature 300 K. The donor density is set so that local neutrality at zero bias would give a free density of \(10^{15}\) cm\(^{-3}\) in the body and \(10^{16}\) cm\(^{-3}\) at the contacts, with \(n_1=10^{15}\) cm\(^{-3}\). Where screening is weak the actual body density is higher, because electrons spread in from the contacts, and an applied bias carries in more. These are round parameters, not those of a named material.

At \(V=10\), or 0.2585 V, the results are:

| \(N_t\) (cm\(^{-3}\)) | \(\rho\), live traps | \(\rho\), frozen traps | Sweeps, live |
|---:|---:|---:|---:|
| 0 | 0.298 | 0.298 | 16 |
| \(10^{16}\) | 0.302 | 0.247 | 17 |
| \(10^{17}\) | 0.523 | 0.114 | 30 |
| \(10^{18}\) | 0.780 | 0.085 | 75 |

Sweeps are counted until the largest update is below \(10^{-8}\). In the frozen case the trapped charge is held at its converged value. The solution is then the same, but the trap contribution to \(c\) is absent. The difference between the two columns of \(\rho\) therefore isolates the trap response.

For \(N_t=10^{17}\) cm\(^{-3}\), the mid-film density is \(n=1.332\times10^{15}\) cm\(^{-3}\). Hence

\[
f=\frac{1.332}{1.332+1}=0.571,\qquad f(1-f)=0.245,
\]

\[
c\approx(0.133+2.45)\times10^{16}
=2.58\times10^{16}\ {\rm cm^{-3}}.
\]

With \(a=1.4287\times10^{19}\) cm\(^{-3}\) nm\(^2\), the screening length is

\[
\ell=\sqrt{\frac{1.4287\times10^{19}}{2.58\times10^{16}}}\approx24\ {\rm nm}.
\]

With frozen traps \(c=n\), and the same formula gives about 104 nm. In a uniform film the leading strong-response mode has wavenumber \(2\pi/w\), so \(w/2\pi\approx32\) nm is a natural scale for comparison. At mid-film, live traps bring \(\ell\) below it, while free electrons alone leave \(\ell\) far above it. Near the contacts the contrast is smaller, because the free density there is higher.

The first step of the scan shows why trap density is a poor predictor. Raising \(N_t\) from zero to \(10^{16}\) cm\(^{-3}\) lowers the mid-film free density from \(5.02\times10^{15}\) to \(3.77\times10^{15}\) cm\(^{-3}\). The trap slope replaces the lost free response, and \(c\) rises merely from \(5.02\times10^{15}\) to \(5.42\times10^{15}\) cm\(^{-3}\). The changed density profile also alters \(B\), though not its eigenvalues, and here this offsets part of the small gain in \(P\). The spectral radius hardly changes.

At \(N_t=10^{17}\) cm\(^{-3}\), raising \(V\) through 1, 5, 10 and 20 gives \(\rho=0.095\), 0.378, 0.523 and 0.610. At \(V=20\) the iteration needs 4.65 sweeps per decade. The strong limit there is \(\rho_\infty=0.954\), which would require

\[
\frac{\ln10}{-\ln0.954}\approx49
\]

sweeps per decade. Since \(B\) alone has radius \(\rho_\infty\) at any operating point of this model, the gap is due to incomplete charge response, \(P\ne1\).

## What to do about it

**Measure the contraction from several updates.** The leading strong-response eigenvalues form a complex pair, so the error rotates as it shrinks, and the ratio of two successive update norms can mislead. Let \(d_m=\phi_{m+1}-\phi_m\), and fit

\[
d_{m+2}=\alpha d_{m+1}+\beta d_m .
\]

The larger root modulus of \(\lambda^2-\alpha\lambda-\beta=0\) estimates \(\rho\). At \(V=10\) and 20 this gave 0.5231 and 0.6097, equal to the differentiated-sweep radii to the printed digits.

**Do not equate the last update with the remaining error.** If \(e_m\) is the error along one eigenfunction, \(d_m=(\lambda-1)e_m\) and \(e_{m+1}=\lambda e_m\). For the leading pair in the strong limit,

\[
\left|\frac{e_{m+1}}{d_m}\right|
=\left|\frac{\lambda_1}{1-\lambda_1}\right|
=\frac{V}{2\pi}.
\]

At \(V=20\) the remaining error in such a component is about 3.2 times its last update. The real error combines both members of the pair, so the ratio of maximum norms swings about this value from sweep to sweep and can be about twice as large.

**Do not expect constant damping to cure the asymptotic rate.** Suppose a fraction \(\omega\) of each update is accepted. An eigenvalue \(\lambda\) becomes \(1-\omega(1-\lambda)\). With \(\kappa=2\pi k/V\) and \(\lambda=1/(1+i\kappa)\),

\[
1-\lambda=\frac{i\kappa}{1+i\kappa}
=\frac{\kappa^2+i\kappa}{1+\kappa^2}.
\]

Both the real part and the squared modulus of \(1-\lambda\) equal \(\kappa^2/(1+\kappa^2)\), so

\[
|1-\omega(1-\lambda)|^2
=1-\frac{\kappa^2}{1+\kappa^2}(2\omega-\omega^2).
\]

This is smallest at \(\omega=1\) for every \(k\). In the strong limit, under-relaxation and over-relaxation both slow the final approach. Away from that limit \(P\) changes the eigenvalues, and over-relaxation can speed the approach appreciably: in the model film at \(N_t=10^{17}\) cm\(^{-3}\) and \(V=20\), \(\omega\approx1.5\) lowers the radius from 0.61 to about 0.49. The gain fades as the strong limit is approached. Damping may still serve to control large early steps, which this linear result does not describe.

**Solve the coupled correction when \(\rho\) is close to one.** Let \(d\) be the update proposed by a sweep and \(\delta\) the full correction to the present \(\phi\). The present error is \(-\delta\), so \(d=(G-1)(-\delta)\), or

\[
(1-G)\delta=d .
\]

Solving this equation is a Newton step for the sweep. It includes the feedback that successive sweeps would otherwise sum slowly. Near the solution its error is quadratic in the previous error, provided \(1-G\) is invertible and the equations are smooth. In the strong limit no \(\lambda_k\) equals one at finite \(V\). A Newton solve of the Poisson and continuity equations together likewise keeps both couplings, at the cost of a larger linear system.

**Update trap occupation inside the Poisson solve.** If the trap charge is taken from the previous sweep, the map changes. At zero current, once \(\phi\) is correct, its linear form is

\[
(aL+n)\delta\psi_{\rm new}
=-N_tf(1-f)\delta\psi_{\rm old}.
\]

For the longest sine mode in a uniform film with \(n=n_1=10^{15}\) and \(N_t=10^{17}\) cm\(^{-3}\), the multiplier is

\[
-\frac{2.5\times10^{16}}{10^{15}+a\pi^2/w^2}\approx-5.5 .
\]

Small errors therefore grow even without current, and the lagged iteration does not converge. Because \(f\) stays between 0 and 1, the growth is eventually bounded, and the iteration can end by jumping between two wrong potentials. This is a different failure from the slowing described by \(BP\).

Recombination, a second carrier type or field-dependent mobility adds terms to the continuity response, and the formula for \(\rho_\infty\) then no longer follows. The diagnosis from successive updates still applies if one eigenvalue or one complex pair dominates the error. The numerical output below gives the complete scans.

## Table of computed values

```
temperature 300 K, kT/q = 25.852 mV
film length 200 nm, cells 200, relative permittivity 10
free density at zero-bias neutrality: body 1.00e+15, contact 1.00e+16 cm^-3
trap level half full at n = 1.0e+15 cm^-3
a = eps kT/q^2 = 1.4287e+19 cm^-3 nm^2
V = 0, N_t = 1e17 cm^-3: max |phi| before 2.152 kT/q, below 1e-9 kT/q after one sweep
trap scan at V = 10 kT/q = 0.2585 V
(n, c at mid-film in cm^-3; rho: real sweep, B P formula, frozen traps)
N_t 0e+00 cm^-3: n 5.017e+15, c 5.017e+15, rho 0.2979, 0.2979, 0.2979; sweeps to 1e-8: 16
N_t 1e+16 cm^-3: n 3.765e+15, c 5.423e+15, rho 0.3016, 0.3016, 0.2470; sweeps to 1e-8: 17
N_t 1e+17 cm^-3: n 1.332e+15, c 2.583e+16, rho 0.5231, 0.5231, 0.1135; sweeps to 1e-8: 30
N_t 1e+18 cm^-3: n 1.001e+15, c 2.510e+17, rho 0.7799, 0.7800, 0.0846; sweeps to 1e-8: 75
strong-response limit at this bias: rho = 0.8467
bias scan at N_t = 1e17 cm^-3
V 1 kT/q (0.0259 V): rho 0.0947, strong limit 0.1572, sweeps 9, per decade 0.98
V 5 kT/q (0.1293 V): rho 0.3781, strong limit 0.6227, sweeps 20, per decade 2.37
V 10 kT/q (0.2585 V): rho 0.5231, strong limit 0.8467, sweeps 30, per decade 3.55, observed contraction 0.5231
V 20 kT/q (0.5170 V): rho 0.6097, strong limit 0.9540, sweeps 40, per decade 4.65, observed contraction 0.6097
strong-response test, N_t = 1e20 cm^-3 (mathematical limit)
contacted film, V 4 kT/q: lambda 0.2881+0.4525j, limit 0.2884+0.4530j
contacted film, V 12 kT/q: lambda 0.7840+0.4105j, limit 0.7848+0.4109j
graded film, V 4 kT/q: lambda 0.2878+0.4524j, limit 0.2884+0.4530j
graded film, V 12 kT/q: lambda 0.7834+0.4106j, limit 0.7848+0.4109j
small bias, N_t = 1e17 cm^-3: rho(0.1) 0.00959, rho(0.2) 0.01917, ratio 1.9993
uniform film, no traps, V = 5: rho(n=1e14) 0.00761, rho(n=2e14) 0.01497, ratio 1.9668
uniform film, n = 1e15 cm^-3, V = 0.5 kT/q: rho/V against N_t
N_t 0e+00 cm^-3: rho/V 0.01677
N_t 1e+15 cm^-3: rho/V 0.02026
N_t 1e+16 cm^-3: rho/V 0.04407
N_t 1e+17 cm^-3: rho/V 0.11118
N_t 1e+18 cm^-3: rho/V 0.15081
small-bias strong limit of rho/V: 0.15915
```
